# Superfluid stiffness and penetration depth of an s-wave electron–phonon superconductor, part 2

We seek the static stiffness \(D\) of an s-wave electron–phonon superconductor, defined by \(\mathbf j=-D\mathbf A\) at long wavelength. The London depth obeys \(\lambda_L^{-2}=\mu_0D\). Take \(\hbar=k_B=1\), \(\mathbf A\) along \(x\), carrier charge \(e\), \(q=-eA\), band energy \(\xi=\varepsilon-\mu\), \(v=\partial\varepsilon/\partial k_x\), and Fermi quantities \(k_F,v_F,E_F\). With \(\mathcal F\) the grand potential per volume, \(G\) the Green function in the spinor \((c_{k\uparrow},c^\dagger_{-k\downarrow})\) and \(\tau_i\) Pauli matrices,
\[
\frac{\partial\mathcal F}{\partial q}=\frac{D}{e^2}\,q,\qquad \frac{\partial\mathcal F}{\partial q}=T\sum_{n}\sum_k\mathrm{Tr}\,[G(k,i\omega_n)\,\partial_qH_k],\qquad \omega_n=(2n+1)\pi T,
\]
where \(\partial_qH_k=v\,\mathbb 1+q\varepsilon''\tau_3+O(q^2)\); the \(\varepsilon''\) term is diamagnetic.

Migdal–Eliashberg theory, with self-energy \(\Sigma\), needs \(\lambda\Omega\ll E_F\). For an Einstein phonon of energy \(\Omega\), coupling \(\lambda\), and a wide band with density of states \(N_0\) per spin,
\[
G=-\frac{i\tilde\omega+\xi\tau_3+\phi\tau_1}{\Theta},\qquad \Theta=\tilde\omega^2+\xi^2+\phi^2,\qquad \lambda(n-m)=\frac{\lambda\Omega^2}{\Omega^2+(\omega_n-\omega_m)^2},
\]
\[
\tilde\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)g_m,\qquad \phi_n=\pi T\sum_m[\lambda(n-m)-\mu^*]f_m .
\]
Here \(g=\tilde\omega/E\), \(f=\phi/E\), \(E=\sqrt{\tilde\omega^2+\phi^2}\), \(\tilde\omega=Z\omega\), \(\phi=Z\Delta\), \(R=\sqrt{\omega^2+\Delta^2}\). The isotropic Coulomb pseudopotential \(\mu^*\) is cut at \(\omega_c\); index \(0\) marks the lowest frequency.

For momentum-independent coupling, the self-energy response \(\delta\Sigma\) drops out by parity. With density \(n\) and band mass \(m\), \(D/e^2=(n/m)S\), where
\[
S=\pi T\sum_{n=-\infty}^{\infty}\frac{\Delta_n^2}{Z_n(\omega_n^2+\Delta_n^2)^{3/2}} .
\]
Also \(S=W\langle1/Z\rangle\), with \(W=\pi T\sum\Delta^2/R^3\) and the average weighted by \(\Delta^2/R^3\). At \(T=0\), \(\pi T\sum_n\to\int_0^\infty d\omega\) for even summands. For \(r=\Delta/\Omega\ll1\),
\[
S(0)\simeq\frac1{1+\lambda},
\]
with corrections of order \(r^2L\), \(L=\ln(1/r)\).

The numerical program asserts \(|S(1+\lambda)-1|<2r^2L\) for the tabulated couplings \(\lambda=0.4,0.6,1.0,1.5\), with \(\mu^*=0\), \(\omega_c=15\Omega\) and \(\Delta_0/T>11\). It also solves a half-filled ring, \(\varepsilon=-2t\cos k\), at small finite \(q\), with \(\lambda=1\), \(T=0.03\,\Omega\) and frequencies cut at \(10\,\Omega\); the wide-band sum there is \(S=0.5008\).

Q: You dropped \(\delta\Sigma\) by parity, using a structureless coupling. Real coupling depends on the scattering angle. Does \(1+\lambda\) survive?

A: It does not. Take a spherical Fermi surface and the coupling \(\lambda(n-m)(1+3\beta\,\hat k\cdot\hat k')\), with \(\lambda_1=\beta\lambda\), \(c=\hat k_x\), \(s=qv_F\). At \(q=0\) the angular term averages out and \(\Sigma\) is as before. In the wide band the diamagnetic term, after the integration by parts, is proportional to \(\int d\xi\,\partial_\xi\mathrm{Tr}\,\tau_3G=[-2\xi/\Theta]_{-\infty}^{\infty}=0\) at each frequency. What remains is \(\partial\mathcal F/\partial q=N_0T\sum_n\langle v_Fc\int d\xi\,\mathrm{Tr}\,G\rangle\) with \(\int d\xi\,\mathrm{Tr}\,G=-2\pi ig\).

The term \(qv\) enters as \(i\omega-sc=i(\omega+isc)\), a Doppler shift. Write \(\delta\tilde\omega_n=isc\,\Gamma_n\) and \(\delta\phi_n=isc\,\Psi_n\). A \(\tau_3\) part vanishes by oddness in \(\xi\); a \(\tau_2\) part changes \(E^2\) only at second order and so does not enter \(g\). From \(g=\tilde\omega/E\), \(f=\phi/E\) one has \(\partial g/\partial\tilde\omega=1/E-\tilde\omega^2/E^3=\phi^2/E^3\), \(\partial f/\partial\phi=\tilde\omega^2/E^3\) and \(\partial g/\partial\phi=\partial f/\partial\tilde\omega=-\tilde\omega\phi/E^3\). So \(\delta g=isc\,a_n\), \(\delta f=isc\,b_n\), with
\[
a=\frac{\phi^2\Gamma-\tilde\omega\phi\Psi}{E^3},\qquad b=\frac{\tilde\omega^2\Psi-\tilde\omega\phi\Gamma}{E^3}.
\]
The isotropic couplings, \(\mu^*\) among them, meet \(\langle c'\rangle=0\). The angular one gives \(\langle3\beta\,\hat k\cdot\hat k'c'\rangle=\beta c\), since \(\langle\hat k'_i\hat k'_j\rangle=\delta_{ij}/3\). Thus
\[
\Gamma_n=1+\pi T\sum_m\beta\lambda(n-m)a_m,\qquad \Psi_n=\pi T\sum_m\beta\lambda(n-m)b_m ,
\]
with \(\Gamma\), \(a\) even and \(\Psi\), \(b\) odd in frequency. The current is \(N_0T\sum_n\langle v_Fc\,(-2\pi i)(isc)a_n\rangle=q\,(2N_0v_F^2/3)\,\pi T\sum_na_n\), so \(S=\pi T\sum_na_n\). For \(\beta=0\), \(\Gamma=1\) and \(\Psi=0\) return the earlier sum.

For \(T=0\), \(r\ll1\), the function \(a\) sits at \(\omega\sim\Delta\), where the kernel is the constant \(\lambda_1\), so \(\Gamma=1+\lambda_1S\). A constant kernel annihilates the odd \(b\). The next term of the kernel, \(2\lambda_1\omega\omega'/\Omega^2\), acting on the source \(-\Gamma\omega'\Delta/ZR^3\), gives \(\Psi\sim-2\lambda_1\Gamma\omega\Delta L/Z\Omega^2\); the feedback through \(\tilde\omega^2\Psi/E^3\) carries no logarithm and changes this by a factor of order one. The gap equation for \(\mu^*=0\) reads \(Z\Delta\simeq\lambda\Delta L\), so \(\lambda_1L/Z\lesssim1\), \(\Psi\sim\omega\Delta/\Omega^2\), and its share of \(S\) is again of order \(r^2L\). To leading order \(S=\Gamma/(1+\lambda)\), and solving with \(\Gamma=1+\lambda_1S\),
\[
S\simeq\frac1{1+\lambda-\lambda_1}=\frac1{1+\lambda_{tr}} .
\]
The name is earned: averaging the coupling with the transport factor \(1-\hat k\cdot\hat k'\) gives \(\lambda-3\beta\lambda/3=\lambda-\lambda_1\). The stiffness is reduced by the transport coupling, and \(n/m(1+\lambda)\) is the case \(\lambda_1=0\). For \(\beta=0.5\) and the four couplings of the table, \(S(1+\lambda/2)-1\) is \(-0.0021\), \(-0.0054\), \(-0.0023\), \(+0.0186\), asserted to lie within the same bound.

Q: A coupling \(1+3\beta\cos\theta\) turns negative for \(\beta>1/3\). And is there any case where this can be checked exactly?

A: The two-term form is non-negative only up to \(\beta=1/3\). Higher harmonics can restore positivity, and they do not enter the linear response, since the source \(c\) is purely \(l=1\). Pure forward scattering has \(\beta=1\), and at \(T=0\) it is solved exactly. Differentiate \(\tilde\omega(\omega)=\omega+\tfrac12\int\lambda(\omega-\omega')g(\omega')d\omega'\) and move the derivative onto \(g\) by parts: \(\tilde\omega'=1+\tfrac12\int\lambda g'\). Likewise \(\phi'=\tfrac12\int\lambda f'\), the \(\mu^*\) term being constant. The chain rule makes \(g'\) and \(f'\) equal to \(a\) and \(b\) with \(\Gamma=\tilde\omega'\), \(\Psi=\phi'\), so these solve the vertex equations, and \(S=\tfrac12\int g'd\omega=\tfrac12[1-(-1)]=1\) for any \(\lambda\). Scattering that keeps the velocity cannot reduce the current. The program finds \(1.00000\) for all four couplings. This is a property of the s-wave solution of the equations, which need not be the leading state: \(\mu^*\) does not reach the \(l=1\) triplet channel, and for \(\lambda=1\), \(\mu^*=0.1\), \(\omega_c=10\,\Omega\) that channel has the higher \(T_c\) once \(\beta\) exceeds about \(0.85\). Also, the neglect of electron–phonon vertex corrections is not justified at small momentum transfer.

The ring gives a check from the definition of the current. With coupling \(1+\beta\cos(k-k')\) and Fermi points \(\pm\pi/2\), the cosine is \(cc'\) with \(c=\pm1\), so again \(\lambda_1=\beta\lambda\). The \(\cos k\cos k'\) part produces a \(\tau_3\cos k\) self-energy of order \(\beta\lambda\Omega\), which changes the hopping at relative order \(\Omega/t\), so the approach to the wide band is linear in \(1/t\); the size of the effect on \(S\) is not derived here. For \(\beta=0.5\) the ring gives \(0.6393\) and \(0.6518\) at \(t=10\Omega\) and \(20\Omega\). Removing the linear term, \(2(0.6518)-0.6393=0.6643\), which is \(0.5\%\) below the \(0.6678\) of the vertex equations and far from the \(0.5008\) obtained without the vertex.

Q: What does "clean" require, given that impurities are supposed not to harm an s-wave gap?

A: Isotropic non-magnetic impurities in the Born approximation act as an elastic version of the same self-energy, adding \(\gamma g_n\) to \(\tilde\omega_n\) and \(\gamma f_n\) to \(\phi_n\), with \(\gamma=1/2\tau\). Try \(\tilde\omega=\omega(Z+\gamma/R)\), \(\phi=\Delta(Z+\gamma/R)\) with the clean \(Z,\Delta\). The common factor cancels in \(g\) and \(f\), the phonon sums are unchanged, and the added terms are exactly \(\gamma\omega/R\) and \(\gamma\Delta/R\). So \(\Delta_n\) is untouched, which is Anderson's theorem, while \(S\) has \(Z\to Z+\gamma/R\), with no vertex term because the scattering is isotropic. At \(T=0\), \(r\ll1\) and first order in \(\gamma\),
\[
\frac{\delta S}{S}=-\frac{\gamma}{Z}\int_0^\infty\frac{\Delta^2d\omega}{R^4}=-\frac{\pi}{4}\frac{\gamma}{Z\Delta},\qquad \frac{\gamma}{Z\Delta}=\frac{\pi\xi_0}{2l},
\]
with \(l=v_F\tau\) and \(\xi_0=v_F/\pi Z\Delta\). Clean means \(l\gg\xi_0\). In the opposite limit \(S\to\int_0^\infty\Delta^2d\omega/\gamma R^2=\pi\Delta\tau\), and \(Z\) drops out. Here the weight \(\Delta^2/R^2\) falls only as \(1/\omega^2\), so the decrease of \(\Delta(\omega)\) corrects this at first order in \(r\); for the example below, with \(r=0.157\), the limit is about \(0.86\,\pi\Delta_0\tau\).

One more condition concerns the observable. \(D\) is the response to a uniform \(A\); it fixes the measured depth if the field varies slowly over the range of the current response. In a clean metal that range is the pair size, and the condition is \(\lambda_L\gg\xi_0\). For \(l\ll\xi_0\) the range is set by \(l\) instead, and the condition is weaker.

Q: Then show numbers.

A: Take round model parameters: \(\Omega=10\) meV, \(\lambda=1\), \(\mu^*=0.1\) at \(\omega_c=100\) meV, \(n=10^{28}\ \mathrm{m^{-3}}\), \(m=2m_e\). Then \(k_F=6.665\times10^9\ \mathrm{m^{-1}}\), \(v_F=3.858\times10^5\) m/s, \(E_F=846\) meV, and \(\lambda\Omega/E_F=0.012\). The linearized gap equation gives \(k_BT_c=0.799\) meV, or \(T_c=9.27\) K. The bare depth \(\sqrt{m/\mu_0ne^2}\) is \(75.15\) nm, and \(\lambda_L\) is this divided by \(\sqrt S\). The sum for \(S\) and the phonon part of the gap sum are also cut at \(\omega_c\). Extending the phonon sum to \(400\) meV lowers \(T_c\) to \(9.26\) K and \(\Delta_0\) by \(0.001\) to \(0.002\) meV. Smoothing the \(\mu^*\) cutoff over one frequency spacing moves the depth at \(0.9\,T_c\) from \(215.5\) to \(215.3\) nm. The last digits of those entries depend on the cutoff rule.

At \(T=0.5\,T_c\), \(\omega_0=\pi T=1.255\) meV, \(\Delta_0=1.5085\) meV, \(Z_0=1.9647\). The pair \(\pm\omega_0\) contributes \(2\pi T\Delta_0^2/Z_0R_0^3\). Here \(\Delta_0^2=2.2756\), \(R_0^2=1.575+2.2756=3.851\), \(R_0^3=7.557\), so the term is \(2.510\times2.2756/(1.9647\times7.557)=0.385\). With the printed terms,
\[
S=0.38473+0.04028+0.00825+0.00239+0.00133=0.43698,
\]
the last number being all higher frequencies, and \(\lambda_L=75.15/0.6610=113.7\) nm.

| \(T/T_c\) | \(\Delta_0\) (meV) | \(Z_0\) | \(W\) | \(\langle1/Z\rangle\) | \(S\) | \(\lambda_L\) (nm) |
|---|---|---|---|---|---|---|
| 0.1 | 1.570 | 1.966 | 0.969 | 0.511 | 0.495 | 106.8 |
| 0.5 | 1.509 | 1.965 | 0.856 | 0.511 | 0.437 | 113.7 |
| 0.9 | 0.851 | 1.987 | 0.241 | 0.504 | 0.122 | 215.5 |

At each temperature a nonlinear solution of the Doppler-shifted equations on a sphere is asserted to reproduce \(S\) to \(2\times10^{-5}\) relative. Nearly all the temperature dependence is in \(W\). The rise of \(Z_0\) towards \(2\) near \(T_c\) follows from the equation for \(\tilde\omega_0\): for \(\Delta\to0\), \(g_m=\mathrm{sgn}\,\omega_m\), and \(\sum_{m\ge0}[\lambda(m)-\lambda(m+1)]=\lambda\) telescopes, so \(Z_0=1+\lambda\) exactly in the normal state.

At \(0.1\,T_c\), \(S=0.9686\times0.5111=0.495\), which is \(1.0\%\) below \(1/(1+\lambda)=0.5\), with \(r=0.157\) and \(r^2L=0.046\). The depth is \(106.8\) nm against \(75.15\sqrt2=106.3\) nm from the estimate. That \(1\%\) is as large as the parameter \(\lambda\Omega/E_F\) that the wide-band Migdal theory neglects, so the local depth is about \(107\) nm and can be quoted no finer. With \(\xi_0=26.2\) nm the ratio \(\lambda_L/\xi_0\) is \(4.1\): on the local side, not deeply. The nonlocal correction is not included in that number, and it depends on how the surface scatters electrons. For these parameters the clean nonlocal kernel lengthens the depth by about \(0.7\%\) for a specular surface and about \(5\%\), to \(112\) nm, for a diffuse one.

For the values chosen next, anisotropy of the coupling and impurity scattering change \(S\) far more than the \(1\%\) next-order deviation from \(1/(1+\lambda)\). With \(\beta=0.3\), the vertex equations and the nonlinear solution both give \(S=0.583\), \(0.9\%\) below \(1/(1+0.7)=0.588\), and \(\lambda_L=98.4\) nm. With \(\beta=0\) and \(\hbar/\tau=1\) meV, the mean free path is \(254\) nm and \(\gamma/Z_0\Delta_0=0.162\). Both routes give \(S=0.438\), the nonlinear one also returning the clean \(\Delta_n\), and \(\lambda_L=113.5\) nm. The loss is \(1-0.43829/0.49502=11\%\) of the clean value, next to the first-order estimate \((\pi/4)(0.162)=13\%\), which is larger. Linearizing \(1/(Z+\gamma/R)\) overstates the loss, since \(1/(1+x)>1-x\). In the same \(T=0\), constant-\(Z,\Delta\) approximation the second-order term is \((\gamma/Z)^2\int_0^\infty\Delta^2R^{-5}d\omega=\tfrac23(0.162)^2=1.7\%\), which brings the estimate to \(11\%\). A mean free path of almost ten coherence lengths still costs a tenth of the stiffness.

## Numbers as computed

```
BCS T/Delta=0.4: Matsubara sum 0.667354, 1-Yosida 0.667354
ring: lam=1, T=0.03 Omega, cutoff=10 Omega
ring t=4, mu=-2 Omega: max|chi|=0.1215 Omega
  j/q=2.53374 Omega, band formula=2.53374 Omega
ring beta=0: S(t=10)=0.5027, S(t=20)=0.5013, wide 0.5008
ring beta=0.5: S(t=10)=0.6393, S(t=20)=0.6518
  extrapolated 0.6643, vertex equations 0.6678
lam  r=Delta/Omega  Z0  W  S(1+lam)-1  2r^2ln(1/r)  beta=.5: S(1+lam/2)-1  beta=1: S
0.4 0.0418 1.3982 0.9949 -0.0034 0.0111 -0.0021 1.00000
0.6 0.1042 1.5885 0.9830 -0.0079 0.0491 -0.0054 1.00000
1.0 0.2375 1.9378 0.9594 -0.0016 0.1621 -0.0023 1.00000
1.5 0.3908 2.3242 0.9397 +0.0285 0.2870 +0.0186 1.00000
example: Omega=10 meV, lam=1.0, mu*=0.1, cutoff=100 meV
n=1.0e+28 m^-3, m=2 m_e, kF=6.6651e+09 m^-1, vF=3.8580e+05 m/s
EF=846.3 meV, lam*Omega/EF=0.0118
kB Tc=0.7991 meV, Tc=9.273 K
bare London depth=75.15 nm, times sqrt(1+lam)=106.28 nm
T=0.1 Tc: Delta_0=1.5696 meV, Z_0=1.9658, W=0.9686
  <1/Z>=0.5111, S=0.49502, Doppler S=0.49502, lambda_L=106.82 nm
T=0.5 Tc: Delta_0=1.5085 meV, Z_0=1.9647, W=0.8557
  <1/Z>=0.5107, S=0.43698, Doppler S=0.43698, lambda_L=113.69 nm
T=0.9 Tc: Delta_0=0.8513 meV, Z_0=1.9873, W=0.2411
  <1/Z>=0.5044, S=0.12164, Doppler S=0.12164, lambda_L=215.48 nm
T=0.5 Tc n=0: w=1.255 meV, Delta=1.5085 meV, Z=1.9647, term(+-)=0.38473
T=0.5 Tc n=1: w=3.766 meV, Delta=1.4215 meV, Z=1.9311, term(+-)=0.04028
T=0.5 Tc n=2: w=6.276 meV, Delta=1.2717 meV, Z=1.8745, term(+-)=0.00825
T=0.5 Tc n=3: w=8.787 meV, Delta=1.0919 meV, Z=1.8080, term(+-)=0.00239
T=0.5 Tc: remaining terms=0.00133
1/(1+lam)=0.5000, S(1+lam)-1=-0.0100 at 0.1 Tc
r=0.1570, r^2 ln(1/r)=0.0456, 2Delta_0/kBTc=3.928
xi0=26.20 nm, lambda_L/xi0=4.08
beta=0.3, 0.1 Tc: vertex S=0.58284, Doppler S=0.58284
  1/(1+lam_tr)=0.5882, lambda_L=98.44 nm
hbar/tau=1 meV: l=253.9 nm, gamma/(Z0 Delta0)=0.1620
  S=0.43829, Doppler S=0.43829, lambda_L=113.52 nm
```
